# Summing colour-ordered quark amplitudes into a multiphoton amplitude: a numerical check

```python
"""
Result under test: for quark(p1) + antiquark(p2) -> n gluons at tree level, the
sum of the colour-ordered amplitudes A(order) over all n! orders equals the
n-photon amplitude; all terms with gluon self-interaction cancel in the sum.
Symbols: k[i], eps[i] = momentum and (outgoing) polarization of boson i,
J = off-shell gluon current of an ordered set (word), V3/V4 = ordered vertices,
block = consecutive gluons that merge before they reach the quark line.
Metric (+,-,-,-), Feynman gauge, D = d - i g A, couplings set to 1, GeV units.
"""
import itertools
import math
import numpy as np

METRIC = np.array([1.0, -1.0, -1.0, -1.0])
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ZERO2, ONE2, ONE4 = np.zeros((2, 2)), np.eye(2), np.eye(4)
GAMMA = np.array([np.block([[ZERO2, ONE2], [ONE2, ZERO2]])]
                 + [np.block([[ZERO2, s], [-s, ZERO2]]) for s in PAULI])


def dot(a, b):
    return np.sum(METRIC * a * b)


def slash(a):
    return np.einsum('m,mij->ij', METRIC * a, GAMMA)


def polarization(k, helicity):
    """Complex-conjugated helicity vector of an outgoing boson, eps^0 = 0."""
    n = k[1:] / k[0]
    theta, phi = math.acos(n[2]), math.atan2(n[1], n[0])
    e_theta = np.array([math.cos(theta) * math.cos(phi),
                        math.cos(theta) * math.sin(phi), -math.sin(theta)])
    e_phi = np.array([-math.sin(phi), math.cos(phi), 0.0])
    e = -helicity * (e_theta + 1j * helicity * e_phi) / math.sqrt(2)
    return np.concatenate([[0.0], e.conj()])


def beams(energy, mass):
    """Quark along +z, antiquark along -z; returns p1, p2, u, vbar, mass."""
    pz = math.sqrt(energy**2 - mass**2)
    small, large = math.sqrt(max(energy - pz, 0.0)), math.sqrt(energy + pz)
    u = np.array([small, 0, large, 0], complex)
    v = np.array([0, small, 0, -large], complex)
    p1 = np.array([energy, 0, 0, pz])
    p2 = np.array([energy, 0, 0, -pz])
    assert np.allclose(slash(p1) @ u, mass * u)
    assert np.allclose(slash(p2) @ v, -mass * v)
    return p1, p2, u, v.conj() @ GAMMA[0], mass


# ---------- colour-ordered side ----------
def v3(ju, ku, jv, kv):
    return (dot(ju, jv) * (ku - kv) + dot(2 * kv + ku, ju) * jv
            - dot(2 * ku + kv, jv) * ju)


def v4(ju, jv, jt):
    return 2 * dot(ju, jt) * jv - dot(ju, jv) * jt - dot(jv, jt) * ju


def momentum(word, k):
    return sum(k[i] for i in word)


def current(word, k, eps):
    if len(word) == 1:
        return eps[word[0]]
    total = np.zeros(4, complex)
    for a in range(1, len(word)):
        left, right = word[:a], word[a:]
        total += v3(current(left, k, eps), momentum(left, k),
                    current(right, k, eps), momentum(right, k))
        for b in range(a + 1, len(word)):
            total += v4(current(word[:a], k, eps), current(word[a:b], k, eps),
                        current(word[b:], k, eps))
    K = momentum(word, k)
    return total / dot(K, K)


def compositions(n):
    if n == 0:
        yield ()
    for first in range(1, n + 1):
        for rest in compositions(n - first):
            yield (first,) + rest


def ordered_parts(word, k, eps, beam):
    """Contribution of every way to cut the word into blocks."""
    p1, p2, u, vbar, mass = beam
    parts = {}
    for sizes in compositions(len(word)):
        row, P, start = vbar, -p2, 0
        for size in sizes:
            block = word[start:start + size]
            start += size
            row = row @ slash(current(block, k, eps))
            P = P + momentum(block, k)
            if start < len(word):
                row = -row @ (slash(P) + mass * ONE4) / (dot(P, P) - mass**2)
        parts[sizes] = row @ u
    return parts


def ordered_amplitude(word, k, eps, beam):
    return sum(ordered_parts(word, k, eps, beam).values())


# ---------- photon side: from the quark end, Dirac operator inverted ----------
def photon_amplitude(k, eps, beam):
    p1, p2, u, vbar, mass = beam
    total = 0
    for order in itertools.permutations(range(len(k))):
        column, P = u, p1
        for count, i in enumerate(order):
            column = slash(eps[i]) @ column
            P = P - k[i]
            if count < len(k) - 1:
                column = -np.linalg.solve(slash(P) - mass * ONE4, column)
        total += vbar @ column
    return total


# ---------- full colour: matrix-valued solution of the field equation ----------
def ordered_splits(members):
    for r in range(1, len(members)):
        for B in itertools.combinations(members, r):
            yield B, tuple(i for i in members if i not in B)


def matrix_field(members, k, eps, T, store):
    if members in store:
        return store[members]
    K, N = momentum(members, k), T[0].shape[0]
    comm = np.zeros((4, 4, N, N), complex)
    if len(members) == 1:
        A = np.einsum('m,ab->mab', eps[members[0]], T[members[0]])
    else:
        source = np.zeros((4, N, N), complex)
        for B, C in ordered_splits(members):
            AB = matrix_field(B, k, eps, T, store)[0]
            AC, FC = matrix_field(C, k, eps, T, store)
            X = np.einsum('mab,nbc->mnac', AB, AC)
            comm += X - X.transpose(1, 0, 2, 3)
            low = METRIC[:, None, None] * AB
            source += np.einsum('mab,mnbc->nac', low, FC)
            source -= np.einsum('mnab,mbc->nac', FC, low)
        source += 1j * np.einsum('m,mnac->nac', METRIC * K, comm)
        A = -1j * source / dot(K, K)
    KA = np.einsum('m,nab->mnab', K, A)
    store[members] = A, 1j * (KA - KA.transpose(1, 0, 2, 3)) - 1j * comm
    return store[members]


def colour_amplitude(k, eps, beam, T):
    p1, p2, u, vbar, mass = beam
    one, store = np.eye(T[0].shape[0]), {}

    def attach(row, P, left):
        total = 0
        for r in range(1, len(left) + 1):
            for B in itertools.combinations(left, r):
                A = matrix_field(B, k, eps, T, store)[0]
                vertex = sum(METRIC[m] * np.kron(A[m], GAMMA[m])
                             for m in range(4))
                new, Q = row @ vertex, P + momentum(B, k)
                rest = tuple(i for i in left if i not in B)
                if rest:
                    prop = -np.linalg.inv(slash(Q) - mass * ONE4)
                    total = total + attach(new @ np.kron(one, prop), Q, rest)
                else:
                    total = total + new @ np.kron(one, u.reshape(4, 1))
        return total

    return attach(np.kron(one, vbar.reshape(1, 4)), -p2, tuple(range(len(k))))


# ---------- kinematics of the worked example ----------
axis1, axis2 = np.array([1, 2, 2]) / 3, np.array([2, 1, -2]) / 3
vec = [3 * axis1, 4 * axis2, -3 * axis1 - 4 * axis2]
k3 = [np.concatenate([[np.linalg.norm(q)], q]) for q in vec]
beam0 = beams(6.0, 0.0)
assert np.allclose(sum(k3), beam0[0] + beam0[1])
orders = list(itertools.permutations(range(3)))

# identity for all helicities, massless and massive quark
worst = 0.0
for mass in (0.0, 1.0):
    beam = beams(6.0, mass)
    for hel in itertools.product((1, -1), repeat=3):
        e = [polarization(q, h) for q, h in zip(k3, hel)]
        diff = abs(sum(ordered_amplitude(w, k3, e, beam) for w in orders)
                   - photon_amplitude(k3, e, beam))
        worst = max(worst, diff)
assert worst < 1e-11

# four photons, massive quark
axis3 = np.array([0.6, 0.0, 0.8])
k4 = [np.concatenate([[E], s * E * ax]) for E, ax in ((2.5, axis1), (3.5, axis3))
      for s in (1, -1)]
beam_m = beams(6.0, 1.0)
e4 = [polarization(q, h) for q, h in zip(k4, (1, -1, 1, 1))]
four_sum = sum(ordered_amplitude(w, k4, e4, beam_m)
               for w in itertools.permutations(range(4)))
four_photon = photon_amplitude(k4, e4, beam_m)
assert abs(four_photon) > 1e-6 and abs(four_sum - four_photon) < 1e-11

# chosen helicities
helicities = (1, 1, -1)
eps3 = [polarization(q, h) for q, h in zip(k3, helicities)]
parts = {w: ordered_parts(w, k3, eps3, beam0) for w in orders}
totals = {w: sum(parts[w].values()) for w in orders}
photon = photon_amplitude(k3, eps3, beam0)
column_sum = {c: sum(parts[w][c] for w in orders) for c in compositions(3)}
assert abs(photon) > 1e-3
assert abs(column_sum[(1, 1, 1)] - photon) < 1e-11
for c in ((2, 1), (1, 2), (3,)):
    assert max(abs(parts[w][c]) for w in orders) > 1e-4
    assert abs(column_sum[c]) < 1e-11

# symmetrized currents vanish although single ones do not
J12, J21 = current((0, 1), k3, eps3), current((1, 0), k3, eps3)
J_all = [current(w, k3, eps3) for w in orders]
assert np.linalg.norm(J12) > 1e-3 and np.linalg.norm(J12 + J21) < 1e-12
assert np.linalg.norm(J_all[0]) > 1e-4 and np.linalg.norm(sum(J_all)) < 1e-12

# colour decomposition with arbitrary colour matrices
rng = np.random.default_rng(5)
T = [rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3)) for _ in range(3)]
decomposed = sum(T[a] @ T[b] @ T[c] * totals[(a, b, c)] for a, b, c in orders)
colour_full = colour_amplitude(k3, eps3, beam0, T)
colour_error = np.max(abs(colour_full - decomposed))
assert np.max(abs(colour_full)) > 1e-3 and colour_error < 1e-10

# gauge test: polarization of boson 1 replaced by its momentum
eps_gauge = [k3[0].astype(complex), eps3[1], eps3[2]]
gauge_parts = {w: ordered_parts(w, k3, eps_gauge, beam0) for w in orders}
gauge_full = max(abs(sum(gauge_parts[w].values())) for w in orders)
gauge_line = max(abs(gauge_parts[w][(1, 1, 1)]) for w in orders)
gauge_photon = abs(photon_amplitude(k3, eps_gauge, beam0))
assert gauge_full < 1e-11 and gauge_photon < 1e-11 and gauge_line > 1e-3


# number of terms (diagrams) in one ordered amplitude
def tree_count(n):
    if n == 1:
        return 1
    return sum(math.prod(tree_count(s) for s in c)
               for c in compositions(n) if len(c) in (2, 3))


per_order = sum(math.prod(tree_count(s) for s in c) for c in compositions(3))


def show(z):
    z = complex(round(z.real, 5) + 0.0, round(z.imag, 5) + 0.0)
    return f"{z.real:+.5f}{z.imag:+.5f}i"


def name(w):
    return "".join(str(i + 1) for i in w)


print("beam energy (GeV):", beam0[0][0], " quark mass (GeV):", beam0[4])
for i in range(3):
    print(f"k{i+1} (E,x,y,z) (GeV):", " ".join(f"{x:.4f}" for x in k3[i]),
          " helicity", helicities[i])
for a, b in ((0, 1), (0, 2), (1, 2)):
    K = k3[a] + k3[b]
    print(f"s{a+1}{b+1} = (k{a+1}+k{b+1})^2 (GeV^2): {dot(K, K):.4f}")
print("diagrams per ordering:", per_order, " all orderings:", 6 * per_order,
      " surviving:", len(orders))
print("Amplitudes in GeV^-1, couplings stripped")
print("order: quark-line part | total ordered amplitude")
for w in orders:
    print(name(w), show(parts[w][(1, 1, 1)]), "|", show(totals[w]))
print("order: blocks (ab)c | a(bc) | (abc)")
for w in orders:
    print(name(w), " | ".join(show(parts[w][c]) for c in ((2, 1), (1, 2), (3,))))
print("|sum over orders| of (ab)c, a(bc), (abc) (GeV^-1):",
      " ".join(f"{abs(column_sum[c]):.0e}" for c in ((2, 1), (1, 2), (3,))))
print("sum of ordered amplitudes (GeV^-1):", show(sum(totals.values())))
print("direct photon amplitude (GeV^-1):  ", show(photon))
print(f"modulus of photon amplitude (GeV^-1): {abs(photon):.5f}")
print(f"modulus squared (GeV^-2): {abs(photon)**2:.5f}")
print(f"largest mismatch, 8 helicities, m=0 and 1 GeV (GeV^-1): {worst:.0e}")
print(f"colour decomposition, largest error (GeV^-1): {colour_error:.0e}")
print("gauge test, eps1 -> k1 (dimensionless), largest over orders:")
print(f"  full ordered {gauge_full:.0e}, quark-line part {gauge_line:.5f}")
print(f"  photon amplitude {gauge_photon:.0e}")
print("four photons, m=1 GeV (GeV^-2): ordered sum", show(four_sum))
print("four photons, m=1 GeV (GeV^-2): direct     ", show(four_photon))
print("all good")
```

Printed output:

```
beam energy (GeV): 6.0  quark mass (GeV): 0.0
k1 (E,x,y,z) (GeV): 3.0000 1.0000 2.0000 2.0000  helicity 1
k2 (E,x,y,z) (GeV): 4.0000 2.6667 1.3333 -2.6667  helicity 1
k3 (E,x,y,z) (GeV): 5.0000 -3.6667 -3.3333 0.6667  helicity -1
s12 = (k1+k2)^2 (GeV^2): 24.0000
s13 = (k1+k3)^2 (GeV^2): 48.0000
s23 = (k2+k3)^2 (GeV^2): 72.0000
diagrams per ordering: 6  all orderings: 36  surviving: 6
Amplitudes in GeV^-1, couplings stripped
order: quark-line part | total ordered amplitude
123 +0.07864+0.23909i | -0.03893-0.31146i
132 +0.05771+0.09069i | +0.06813+0.16547i
213 +0.15221+0.12367i | +0.32120+0.67159i
231 +0.84507+0.57712i | +0.76893+0.45746i
312 +0.06183+0.12367i | -0.04981-0.28684i
321 +0.16489+0.08245i | +0.29085+0.54048i
order: blocks (ab)c | a(bc) | (abc)
123 -0.12193-0.48231i | +0.00019-0.02857i | +0.00416-0.03967i
132 +0.01276+0.01332i | -0.00019+0.02857i | -0.00215+0.03288i
213 +0.12193+0.48231i | +0.04907+0.05882i | -0.00201+0.00679i
231 -0.02493-0.09372i | -0.04907-0.05882i | -0.00215+0.03288i
312 -0.01276-0.01332i | -0.09687-0.40399i | -0.00201+0.00679i
321 +0.02493+0.09372i | +0.09687+0.40399i | +0.00416-0.03967i
|sum over orders| of (ab)c, a(bc), (abc) (GeV^-1): 4e-17 6e-17 2e-17
sum of ordered amplitudes (GeV^-1): +1.36036+1.23669i
direct photon amplitude (GeV^-1):   +1.36036+1.23669i
modulus of photon amplitude (GeV^-1): 1.83848
modulus squared (GeV^-2): 3.38000
largest mismatch, 8 helicities, m=0 and 1 GeV (GeV^-1): 1e-15
colour decomposition, largest error (GeV^-1): 8e-15
gauge test, eps1 -> k1 (dimensionless), largest over orders:
  full ordered 3e-16, quark-line part 1.94165
  photon amplitude 6e-16
four photons, m=1 GeV (GeV^-2): ordered sum -0.76072-1.37202i
four photons, m=1 GeV (GeV^-2): direct      -0.76072-1.37202i
all good
```
